# Layer-number dependence of the band gap in tin monoxide films

In a model film whose bulk gap is set near that of tin monoxide, adding a second layer to the first lowers the band gap from 2.70 to 1.70 eV. Adding a sixth layer to five lowers it by 0.07 eV, from 0.968 to 0.898 eV. The layers are identical and the coupling between neighbours is the same in both films. The unequal steps come from the standing waves that fit into a chain of $N$ layers, and they follow from one cosine.

## Setting and assumptions

Algebra is in atomic units; numerical energies are in eV and lengths in nm. The film has $N$ layers, numbered $n=1,\dots,N$, at spacing $d$. Translation symmetry in the plane conserves the in-plane wavevector, so each such wavevector gives a separate one-dimensional problem across the film. The assumptions are these.

- **A1.** Near each band edge, one orbital per layer suffices. Its energy is $E_v$ for the valence edge and $E_c$ for the conduction edge, equal in all layers. These energies, and the hoppings in A2, do not depend on $N$.
- **A2.** An orbital couples only to its own kind in adjacent layers, with real hopping $t_v$ or $t_c$. Orbitals in different layers are orthogonal.
- **A3.** Each edge stays at the same in-plane wavevector for every $N$. The two edges may lie at different wavevectors, as in an indirect-gap material.
- **A4.** The valence states are filled, the conduction states are empty, and the gap is positive. This is guaranteed for every $N$ if $E_c-E_v>2(|t_v|+|t_c|)$.

The gap meant here is the difference of one-electron band edges. Excitons are left out, as are disorder and changes of the lattice with thickness.

**Theorem.** Under A1–A4, with $\theta=\pi/(N+1)$,

$$E_{\rm VBM}(N)=E_v+2|t_v|\cos\theta,\qquad E_{\rm CBM}(N)=E_c-2|t_c|\cos\theta,$$

$$E_g(N)=E_g(1)-2\left(|t_v|+|t_c|\right)\cos\frac{\pi}{N+1}.$$

If at least one hopping is nonzero, $E_g(N)$ decreases strictly with $N$.

The shifts are measured from the monolayer, for which $\cos(\pi/2)=0$. They are not shifts from the bulk edges.

## Two lemmas and the proof

**Lemma 1.** For $t\neq0$, a chain with layer energy $E_0$ and hopping $t$ has the $N$ levels and normalized states

$$E_j=E_0+2t\cos\theta_j,\quad c_n^{(j)}=\sqrt{\frac{2}{N+1}}\,\sin(n\theta_j),\quad \theta_j=\frac{j\pi}{N+1},\quad j=1,\dots,N.$$

*Proof.* Let $c_n$ be the amplitude on layer $n$. The eigenvalue equation is

$$(E-E_0)c_n=t(c_{n-1}+c_{n+1}).$$

The end layers lack one neighbour. The same equation covers them if we set $c_0=c_{N+1}=0$. The trial form $c_n=\sin n\theta$ satisfies $c_0=0$, and

$$\sin[(n-1)\theta]+\sin[(n+1)\theta]=2\cos\theta\,\sin n\theta ,$$

so $E=E_0+2t\cos\theta$. The other end requires $\sin[(N+1)\theta]=0$, which gives $\theta=\theta_j$. For $j=1,\dots,N$ these angles lie between 0 and $\pi$, where the cosine decreases strictly. The $N$ energies are therefore distinct, and an $N\times N$ matrix has no further eigenvalues.

For the norm, use $\sin^2x=(1-\cos2x)/2$:

$$\sum_{n=1}^{N}\sin^2 n\theta_j=\frac N2-\frac12\sum_{n=1}^{N}\cos2n\theta_j .$$

The geometric sum $\sum_{n=0}^{N}e^{2in\theta_j}$ vanishes, because $e^{2i(N+1)\theta_j}=1$ while $e^{2i\theta_j}\ne1$. Removing its $n=0$ term leaves $\sum_{n=1}^{N}\cos2n\theta_j=-1$. The squared norm of the sine vector is thus $(N+1)/2$, which gives the stated prefactor. ∎

**Lemma 2.** The highest and lowest levels are $E_0\pm2|t|\cos\theta$, for either sign of $t$.

*Proof.* The largest cosine is $\cos\theta_1=\cos\theta$. The smallest is $\cos\theta_N=\cos(\pi-\theta)=-\cos\theta$. Multiplication by $2t$ gives the two extremes; a change in the sign of $t$ exchanges the states that carry them. For $t=0$ all levels equal $E_0$, in agreement with the formula. ∎

*Proof of the theorem.* The valence edge is the highest level of the valence chain, and the conduction edge is the lowest level of the conduction chain. Lemma 2 gives both, and their difference gives the gap. As $N$ grows, $\pi/(N+1)$ falls within the interval from 0 to $\pi/2$, so its cosine rises strictly and the gap falls. ∎

## The five-layer film

Take $E_g(1)=2.7$ eV, $|t_v|=0.4$ eV, $|t_c|=0.6$ eV and $d=0.484$ nm. For $N=5$ the cosine is 0.8660. With $E_v=0$,

$$E_{\rm VBM}=2(0.4)(0.8660)=0.693\ \text{eV},$$
$$E_{\rm CBM}=2.7-2(0.6)(0.8660)=1.661\ \text{eV}.$$

The gap is 0.968 eV, which is 1.732 eV below that of the monolayer. The valence edge supplies the fraction $0.4/(0.4+0.6)=40\%$ of the reduction. Direct diagonalization of the combined valence and conduction matrix reproduced both edge formulas for $N=1$ to 12 and all four sign choices of the hoppings.

The opening numbers can now be read. From one layer to two, the cosine rises from 0 to 0.5; from five to six it rises from 0.8660 to 0.9010. The prefactor $2(|t_v|+|t_c|)=2.0$ eV turns these rises into 1.0 and 0.07 eV.

## The thick-film limit

**Proposition 1.** For large $N$,

$$E_g(N)-E_g(\infty)\simeq\frac{\pi^2(|t_v|+|t_c|)}{(N+1)^2}.$$

This is the confinement energy of an electron and a hole in a box of width $(N+1)d$, with out-of-plane masses $m=1/(2|t|d^2)$.

*Proof.* Since $\cos\theta\to1$, the theorem gives

$$E_g(N)-E_g(\infty)=2(|t_v|+|t_c|)(1-\cos\theta).$$

The expansion $1-\cos\theta=\tfrac12\theta^2(1-\theta^2/12+\cdots)$ gives the stated leading term. In the bulk, let $q$ be the out-of-plane wavevector measured from the edge. The valence band is

$$E_v+2|t_v|\cos qd\simeq E_v+2|t_v|-|t_v|d^2q^2 .$$

Equating $|t_v|d^2q^2$ to $q^2/2m_v$ gives $m_v=1/(2|t_v|d^2)$. The conduction band curves upward with $|t_c|$ in place of $|t_v|$. A box of width $w$ has ground-state energy $\pi^2/(2mw^2)=\pi^2|t|d^2/w^2$. With $w=(N+1)d$, the sum over both carriers is the leading term. ∎

The width is $(N+1)d$ because the amplitude vanishes at the fictitious layers 0 and $N+1$, not at the outermost real layers. For five layers the chain lies 0.268 eV above the bulk gap of 0.700 eV. The box of width $(N+1)d$ gives 0.274 eV, which is 2% above the chain value, as the term $\theta^2/12$ predicts. A box of width $Nd$ gives 0.395 eV. The masses are 0.407 electron masses for the hole and 0.271 for the electron; both describe motion across the film, not along a transistor channel.

The two highest valence levels at the edge wavevector differ by $2|t_v|(\cos\theta-\cos2\theta)$, which is 0.293 eV for five layers. This is far above $k_BT=0.026$ eV at 300 K. In this model the spacing first drops below $k_BT$ at 21 layers.

## When the edge wavevector moves

**Proposition 2.** Suppose A3 is dropped, and the layer energies and hopping strengths depend continuously on in-plane wavevector $\mathbf k$. The gap still cannot increase with $N$.

*Proof.* Put $C=\cos\theta$. The valence edge is

$$F(C)=\max_{\mathbf k}\left[E_v(\mathbf k)+2|t_v(\mathbf k)|C\right].$$

Let $\mathbf k_*$ be a maximizing wavevector at $C$, and let $C'>C$. Then

$$F(C')\ge E_v(\mathbf k_*)+2|t_v(\mathbf k_*)|C'\ge F(C).$$

The conduction edge, a minimum with the opposite sign of the hopping term, cannot rise by the same argument. ∎

The cosine law itself does change. As an example, let the monolayer valence maximum lie on a ring $k=k_0$, and put $u=1-k^2/k_0^2$. Take the layer energy as $E_v-Wu^2$ and the hopping strength as $|t_v|(1+bu)$. The edge maximizes

$$-Wu^2+2|t_v|(1+bu)\cos\theta .$$

Setting the derivative to zero gives $u_*=|t_v|b\cos\theta/W$. Insertion gives the gain over the fixed-wavevector edge:

$$-Wu_*^2+2Wu_*^2=Wu_*^2=\frac{(|t_v|b\cos\theta)^2}{W}.$$

This holds for $u_*\le1$, since $u=1$ is the zone centre. With $W=0.10$ eV and $b=0.20$, five layers give $u_*=0.693$, and the gap falls by a further 0.048 eV.

## Corrections within the chain

The correction parameters below are illustrative. They show sensitivity and are not calculated properties of tin monoxide. Each change is quoted at fixed $E_g(1)$, $t_v$ and $t_c$, and most of them also move the bulk gap. If the cosine law is instead refitted to the monolayer and bulk gaps of the corrected model, the five-layer gap departs from it by less: 0.034 eV for second-layer hopping, 0.015 eV for the partner band, 0.007 eV for the drifting edge above, and under 0.001 eV for overlap.

**Outer layers.** Let the two outer layers have energy $E_0+\delta$, with $N\ge2$. Because $\sin N\theta=\sin\theta$, the edge state has weight $2\sin^2\theta/(N+1)$ on each. First-order perturbation theory therefore shifts the edge by

$$\Delta E=\frac{4\delta\sin^2\theta}{N+1}.$$

If both bands shift by the same $\delta$, the gap is unchanged at this order. If instead the outer valence energies fall by 0.10 eV and the outer conduction energies rise by 0.10 eV, the estimate is $2(0.10)/6=0.033$ eV. Diagonalization gives a widening of 0.031 eV.

**Second-layer hopping.** Let $A$ be the matrix with ones between adjacent layers, $B$ the matrix with ones between layers two apart, and $P$ the projector onto the two end layers. Two steps along the chain either return to the start or end two layers away. An inner layer has two return paths and an end layer has one, so for $N\ge2$

$$A^2=2I-P+B,\qquad B=A^2-2I+P .$$

In either edge state $\langle A^2\rangle=4\cos^2\theta$ and $\langle P\rangle=4\sin^2\theta/(N+1)$. A hopping $t_2$ thus shifts the edge, to first order, by

$$t_2\langle B\rangle=t_2\left[2\cos2\theta+\frac{4\sin^2\theta}{N+1}\right].$$

For five layers the bracket is $1+1/6=1.167$. Take $t_2=+0.03$ eV in the valence chain and $-0.03$ eV in the conduction chain. Each edge moves 0.035 eV into the gap, which narrows by 0.070 eV. Reversed signs would widen it at this order.

**Overlap.** If adjacent orbitals overlap by $s>0$, the equation becomes $(E_0I+hA)c=E(I+sA)c$, where $h$ is the full matrix element. In a state with $Ac=\lambda c$,

$$E-E_0=\frac{E_0+h\lambda}{1+s\lambda}-E_0=\frac{t\lambda}{1+s\lambda},\qquad t=h-E_0s .$$

For $t<0$, the top has $\lambda=-2\cos\theta$ and the bottom has $\lambda=2\cos\theta$. Their distances from $E_0$ are

$$\frac{2|t|\cos\theta}{1-2s\cos\theta}\quad\text{and}\quad\frac{2|t|\cos\theta}{1+2s\cos\theta},$$

provided $2s\cos\theta<1$. With $s=0.05$ and $t<0$ in both chains, the valence edge rises by 0.066 eV and the conduction edge by 0.083 eV. The gap widens by only 0.017 eV, because the two shifts nearly cancel for this choice of signs. At the same $s$, $t_v<0$ with $t_c>0$ narrows it by 0.164 eV, and $t_v>0$ with $t_c<0$ widens it by 0.138 eV.

**Mixing with another band.** Suppose the valence orbital couples with strength $v$ to a flat partner band in adjacent layers, at the same in-plane wavevector. Let the partner lie at energy $D$ above $E_v$. Both the hopping and the mixing are proportional to $A$, so each chain mode separates into a two-level problem. Let $a=2|t_v|\cos\theta$ and $w=2v\cos\theta$. If $D>a$ and the mixing is weak enough that the same mode stays highest, the valence edge measured from $E_v$ is

$$\frac{a+D}{2}-\sqrt{\left(\frac{D-a}{2}\right)^2+w^2}\simeq a-\frac{w^2}{D-a}.$$

The conduction edge is treated by the mirror image. For $v=0.20$ eV and $D=4.0$ eV at each edge, the gap widens by 0.076 eV.

The effect is stronger if the two edges share one wavevector and mix with each other. When the same chain mode supplies both, their two-level matrix has diagonal difference $E_g$ and off-diagonal element $w$. The gap becomes

$$\sqrt{E_g^2+4w^2}=\sqrt{E_g^2+16v^2\cos^2\theta}.$$

For $v=0.20$ eV this gives 1.190 eV instead of 0.968 eV. The simple law thus depends on the edges being decoupled. Different in-plane wavevectors keep the two edge states from mixing with each other in an ideal film, but each edge can still mix with the other band across the direct gap at its own wavevector. If the monolayer direct gap at both edge wavevectors is 3.2 eV and the hoppings are unchanged, $v=0.20$ eV widens the five-layer gap by 0.155 eV.

**Perpendicular field.** A uniform field adds a potential odd about mid-film. The edge density is even, so the first-order shift is zero. At second order, the highest valence level is pushed up by the levels below it, and the lowest conduction level is pushed down by those above it. The gap narrows. A field of 1 MV/cm inside the film gives 0.0484 eV per layer and narrows the five-layer gap by 0.015 eV. At a fixed field the effect grows steeply with thickness, because the potential drop across the film rises while the level spacings shrink. The small five-layer value therefore does not carry over to thick films. For 20 layers the same field narrows the gap by 0.55 eV, and the gap closes near 1.3 MV/cm, where A4 and the picture of an unscreened uniform field no longer hold. At 0.1 MV/cm the 20-layer narrowing is 0.018 eV.

## Dielectric surroundings

**Proposition 3.** A point charge at the middle of a slab of thickness $L$ and permittivity $\epsilon_1$, surrounded by permittivity $\epsilon_2$, has the polarization energy

$$\Sigma=\frac{1}{\epsilon_1L}\ln\frac{\epsilon_1+\epsilon_2}{2\epsilon_2}.$$

*Proof.* For in-plane wavenumber $q$, write the potential as $2\pi/(\epsilon_1q)$ times $e^{-q|z|}+\beta\cosh qz$ inside and $\gamma e^{-q|z|}$ outside. Put $x=qL$. Continuity of the potential and of the normal displacement at $z=L/2$ require

$$e^{-x/2}+\beta\cosh\tfrac x2=\gamma e^{-x/2},$$
$$\epsilon_1\left(-e^{-x/2}+\beta\sinh\tfrac x2\right)=-\epsilon_2\gamma e^{-x/2}.$$

Eliminating $\gamma$ gives

$$\beta\left(\epsilon_1\sinh\tfrac x2+\epsilon_2\cosh\tfrac x2\right)=(\epsilon_1-\epsilon_2)e^{-x/2}.$$

With $p=(\epsilon_1-\epsilon_2)/(\epsilon_1+\epsilon_2)$, the bracket equals $\tfrac12(\epsilon_1+\epsilon_2)(e^{x/2}-pe^{-x/2})$. Hence

$$\beta=\frac{2pe^{-x}}{1-pe^{-x}}.$$

The induced potential at the charge is $\int_0^\infty\frac{q\,dq}{2\pi}\frac{2\pi}{\epsilon_1q}\beta=\frac1{\epsilon_1}\int_0^\infty\beta\,dq$. The energy is half of this, because the induced potential grows in proportion to the charge:

$$\Sigma=\frac{1}{\epsilon_1L}\Big[\ln(1-pe^{-x})\Big]_0^\infty=-\frac{\ln(1-p)}{\epsilon_1L}.$$

Since $1-p=2\epsilon_2/(\epsilon_1+\epsilon_2)$, the result follows. ∎

If each carrier is treated as a point charge at mid-film, an added electron and an added hole each cost $\Sigma$, so the gap changes by $2\Sigma$. For $\epsilon_1>\epsilon_2$ this widening falls as $1/N$ and reinforces the decrease of the gap with thickness. With $\epsilon_1=8$ and $L=2.42$ nm it is 0.224 eV in vacuum, or 23% of the simple five-layer gap. With permittivity 3.9 on both sides it is 0.063 eV. Both values are underestimates within the slab picture, because the edge states also have weight nearer the surfaces, where the polarization energy is higher. Adding the polarization energy at each layer centre to the layer energies, with the outer layers $d/2$ inside the surfaces, gives 0.267 and 0.082 eV. A classical slab is not trustworthy for one or two layers. If the fitted monolayer gap and hoppings already contain this energy, adding it again would count it twice.

## Tin monoxide and its devices

Tin monoxide is a layered p-type oxide with a spacing of about 0.48 nm and an indirect bulk gap of roughly 0.7 eV. The model matches these rough values by choice. Its monolayer gap and hoppings are inputs, not measured or first-principles results. In a transistor channel of 20 layers, or 9.68 nm, the model gap without a perpendicular field is 0.722 eV, so confinement adds only about 0.02 eV to the bulk value. The dielectric term falls only as $1/N$ and is as large or larger at this thickness: 0.016 eV with permittivity 3.9 on both sides and 0.056 eV in vacuum. A strong gate field that penetrates such a channel can change the levels far more than this. In films of a few layers confinement matters much more: in the model a step from five to six layers changes the gap by 0.07 eV, nearly three times $k_BT$ at 300 K. This step follows from the chosen monolayer gap. At the same bulk gap it would be 0.045 eV for a monolayer gap of 2.0 eV and 0.115 eV for 4.0 eV, and the mid-film dielectric term adds 0.010 eV with permittivity 3.9 outside or 0.037 eV in vacuum. Real films also break the assumption of surroundings that leave the layer energies unchanged. Among the corrections sized here for five layers with edges at different wavevectors, the dielectric one in vacuum is the largest. The separate values appear in the numerical output; they need not add when several effects act together.

## Computed results

```
Monolayer gap (input): 2.70 eV
Valence hopping |tv| (input): 0.40 eV
Conduction hopping |tc| (input): 0.60 eV
Layer spacing d (input): 0.484 nm
Energies from monolayer valence edge, by diagonalization:
N= 1 Nd=0.484 nm cos=0.0000 VBM=0.000 CBM=2.700 gap=2.700 eV
N= 2 Nd=0.968 nm cos=0.5000 VBM=0.400 CBM=2.100 gap=1.700 eV
N= 3 Nd=1.452 nm cos=0.7071 VBM=0.566 CBM=1.851 gap=1.286 eV
N= 4 Nd=1.936 nm cos=0.8090 VBM=0.647 CBM=1.729 gap=1.082 eV
N= 5 Nd=2.420 nm cos=0.8660 VBM=0.693 CBM=1.661 gap=0.968 eV
N= 6 Nd=2.904 nm cos=0.9010 VBM=0.721 CBM=1.619 gap=0.898 eV
N=10 Nd=4.840 nm cos=0.9595 VBM=0.768 CBM=1.549 gap=0.781 eV
N=20 Nd=9.680 nm cos=0.9888 VBM=0.791 CBM=1.513 gap=0.722 eV
Bulk gap: 0.700 eV
Out-of-plane hole mass: 0.407 m_e
Out-of-plane electron mass: 0.271 m_e
Five-layer film:
Gap reduction from monolayer: 1.732 eV
Gap above bulk, chain: 0.268 eV
Gap above bulk, box of width (N+1)d: 0.274 eV
Gap above bulk, box of width Nd: 0.395 eV
Top valence subband spacing: 0.293 eV
kT at 300 K: 0.0259 eV
First N with valence spacing below kT: 21 layers
Gap changes from neglected effects, N=5:
Self-energy, film permittivity 8.0, vacuum: +0.224 eV
Self-energy, surroundings permittivity 3.9: +0.063 eV
Partner-band mixing v=0.20, offset 4.0 eV: +0.076 eV
Second-layer hopping 0.03 eV: -0.070 eV
Outer-layer edges 0.10 eV further apart each: +0.031 eV
Overlap s=0.05, net: +0.017 eV
Overlap, valence edge alone: +0.066 eV
Overlap, conduction edge alone: +0.083 eV
In-plane drift, W=0.10 eV, b=0.20: -0.048 eV
Drift coordinate u at the edge: 0.693
Field 1.0 MV/cm, potential step per layer: 0.0484 eV
Field effect on gap: -0.0153 eV
Gap if both edges share wavevector, v=0.20 eV: 1.190 eV
Its change from the simple law: +0.222 eV
```
